Why a nearby metal shifts a monolayer defect's charge levels oppositely

**Definitions and conventions**

A point defect sits in a monolayer at height h above a metal, with vacuum between them. The height is measured from the metal's image plane, the effective surface of its electrostatic response. The defect has charge qe, where e > 0, and E(q) is its energy in that charge state. Electron energies are measured from the vacuum level beside the layer. The reference system is the same layer standing free.

When electrons are exchanged with a reservoir of Fermi energy E_F, the energy to compare between charge states is E(q) + qE_F. The level ε(q/q−1) is the value of E_F at which charges q and q−1 are equally favourable:

E(q) + qε = E(q−1) + (q−1)ε,

ε(q/q−1) = E(q−1) − E(q).

Hence ε(+/0) = E(0) − E(+) and ε(0/−) = E(−) − E(0). Above a level, the state with one more electron is preferred.

The Coulomb constant is k = e²/(4πε₀) = 1.440 eV nm; in Gaussian units it is written e². The metal is treated as a perfect static conductor, the defect charge as compact and isolated, and the atomic geometry of each charge state as unchanged by the metal.

**What happens**

The metal lowers the energy of a charged defect by q²W and leaves a neutral one unchanged in this model. Since E(+) is subtracted in ε(+/0), lowering it raises that level by W. Since E(−) is added in ε(0/−), lowering it lowers that level by W. The two levels approach each other by 2W.

For a layer with no screening of its own, W = k/(4h), which is the familiar e²/(4h). A real monolayer is polarizable in its plane, which makes W smaller. The simple value is a good estimate only when h is much larger than the layer's screening length, defined below.

**Where the factor 4 comes from**

First ignore the layer's polarizability. The potential must vanish on the metal surface. Above the metal, the induced surface charge acts like a charge −qe at the mirror position, a distance 2h from the defect. The attraction between defect and induced charge is therefore

E_attr = −kq²/(2h).

The induced charge also has an energy of its own. Let σ be its density, φ_ind its potential and φ_def the potential of the defect. On the metal surface φ_ind = −φ_def, so

E_cost = ½∫σφ_ind dA = −½∫σφ_def dA = −½E_attr = +kq²/(4h).

The sum is

ΔE(q) = −kq²/(2h) + kq²/(4h) = −kq²/(4h) = −q²W.

A numerical minimization of the energy of ring charges on a large finite disc tests this division. For a unit charge it gives −0.5006, +0.2503 and −0.2503 for attraction, cost and total, in units of k/h.

**Why the signs are opposite**

Inserting ΔE(q) in the definition of the level gives

Δε(q/q−1) = −(q−1)²W + q²W = (2q−1)W.

Setting q = 1 gives +W for (+/0), and q = 0 gives −W for (0/−).

The same result follows from the forces on the added electron. Its own image lowers its energy by W, whatever the defect's charge. If the defect already has charge q, its image has charge −q and lies 2h away. The electron, of charge −1 in units of e, has with it the energy

k(−1)(−q)/(2h) = +qk/(2h) = +2qW.

This cross term carries no further factor ½: the total image energy contains two equal cross terms, defect with electron image and electron with defect image, and the ½ leaves one of them.

An electron entering a positive defect is thus repelled by the defect's negative image. The repulsion, 2W, exceeds the attraction to its own image, W, and the level rises. An electron entering a neutral defect meets no such repulsion, and the level falls.

A free fluorine atom and its ions serve as a test with a quantum charge distribution. They were treated by unrestricted Hartree–Fock with a self-consistent classical image response, at h = 1.5 nm and without a layer. Electron correlation and quantum fluctuations of the metal are left out. The prediction is k/(4h) = 0.2400 eV, and the computed shifts are

(2+/+): +0.7200 eV,

(+/0): +0.2400 eV,

(0/−): −0.2400 eV.

They follow the ratios 3 : 1 : −1 given by 2q−1. Going from a double-zeta to a triple-zeta basis changes them by about 0.00001 eV. The open p shell of F⁺ has a quadrupole moment, and its orientation relative to the surface moves the (2+/+) and (+/0) shifts by about 0.0001 eV.

**How the layer reduces the shift**

Let the layer be a thin sheet with in-plane polarizability α, a length in Gaussian units. Consider a unit charge in the sheet, and let V(g) be the in-plane Fourier component of its potential energy with another unit charge, at wave number g.

Without metal or polarization, V = 2πk/g. A vertical separation z multiplies this by e^(−gz), so the opposite image at distance 2h changes it to

V₀ = (2πk/g)u, with u = 1 − e^(−2gh).

The polarization of the sheet is −α times the in-plane gradient of the potential. Its bound charge is minus the divergence of the polarization, which in Fourier space is −αg² times the potential. That bound charge acts through the same factor (2π/g)u, so

V = (2πk/g)u − 2παg uV.

With the screening length r₀ = 2πα, this gives

V = (2πk/g) u/(1 + r₀gu).

The free layer has u = 1. The response is linear, so the potential grows in proportion to the charge as the charge is built up, and the energy is half the final potential at the charge. The change caused by the metal is, for q = ±1,

−W = ½∫d²g/(2π)² (2πk/g)[u/(1+r₀gu) − 1/(1+r₀g)].

Since d²g becomes 2πg dg, the prefactors combine to k/2. The bracket has the numerator

u(1+r₀g) − (1+r₀gu) = u − 1 = −e^(−2gh).

Therefore

W = (k/2)∫₀^∞ dg e^(−2gh)/{(1+r₀g)[1+r₀g(1−e^(−2gh))]}.

For r₀ = 0 the integral is 1/(2h), and W = k/(4h) is recovered.

*Distant metal, h ≫ r₀.* To first order in r₀, the inverse denominator is 1 − r₀g(2 − e^(−2gh)). The integrals needed are

∫₀^∞ g e^(−2gh) dg = 1/(4h²), ∫₀^∞ g e^(−4gh) dg = 1/(16h²).

Then

W ≈ (k/2)[1/(2h) − r₀(2/4 − 1/16)/h²] = (k/4h)[1 − 7r₀/(8h)].

*Close metal, h ≪ r₀.* When h/r₀ is very small, the main contribution comes from 1/r₀ < g < 1/√(2r₀h). In this range gh is small, so e^(−2gh) ≈ 1 and the second factor in the denominator, about 1 + 2r₀hg², stays near 1 except close to the upper limit. The first factor is about r₀g. The integral is then approximately (1/r₀)ln√(r₀/2h), and to leading logarithm

W ≈ (k/4r₀) ln(r₀/2h).

The growth toward the metal has slowed from 1/h to a logarithm. The form is approached slowly: it lies 20% below the integral at r₀ = 10h and 3% below at r₀ = 100h. This limit concerns strongly polarizable layers, and it still requires h to exceed the layer's thickness, since otherwise the sheet description fails.

**How large: a suspended layer above gold**

Take h = 1.5 nm and r₀ = 0.7 nm. The simple estimate is

k/(4h) = 1.440/(4 × 1.5) = 0.240 eV.

The full integral gives W = 0.179 eV (2.87 × 10⁻²⁰ J), or 0.747 of the simple value. A separate solution of Poisson's equation for a very thin dielectric slab with the same h and r₀ also gives 0.179 eV. The first-order formula would give a factor 1 − 0.875 × 0.7/1.5 = 0.59, so it corrects too strongly here and the integral should be used.

At other heights, with r₀ held fixed:

h = 0.5 nm: k/(4h) = 0.720 eV, W = 0.389 eV

h = 1.0 nm: k/(4h) = 0.360 eV, W = 0.243 eV

h = 5.0 nm: k/(4h) = 0.072 eV, W = 0.065 eV

For this layer the simple estimate is about 11% above W at 5 nm, where h is about 7r₀. At 0.5 nm it is nearly twice W.

Let the free-layer levels be −5.05 eV for (+/0) and −2.00 eV for (0/−), and let the metal's work function be 5.0 eV, so that E_F = −5.00 eV. Near the metal,

ε(+/0) = −5.05 + 0.179 = −4.871 eV,

ε(0/−) = −2.00 − 0.179 = −2.179 eV.

Their separation falls from 3.05 to 2.69 eV. With the same Fermi energy, the free layer would favour the neutral defect, because E_F lies above (+/0). Near the metal E_F lies 0.129 eV below that level, and the positive state is favoured.

At temperature T, with k_B the Boltzmann constant, the population ratio of positive to neutral defects is exp{[ε(+/0) − E_F]/k_BT}, apart from degeneracy. At 300 K it rises from 0.145 to about 150. If the neutral state is a spin doublet and the positive state a singlet, both ratios are halved.

This reversal depends on alignment. It occurs only if E_F lies between the free and shifted positions of (+/0), a window of width W.

**How the model compares with a real layer**

The parameters are in the rough range of monolayer hexagonal boron nitride suspended over a shallow gap above gold. The two defect levels are model values and do not describe a named defect. Clean gold usually has a work function somewhat above 5.0 eV. A value of 5.1 eV would place E_F below −5.05 eV, and the positive state would then be favoured even without the image shift. The shift W itself would not change.

The estimated corrections for this example are small:

- A metal screening length of 0.05 nm lowers W by 0.0045 eV if h is measured from the metal's surface. Measuring h from the image plane already includes nearly all of this, so counting it here is cautious.
- A Gaussian spread of the defect charge, with standard deviation 0.2 nm along each in-plane axis, lowers W by 0.0009 eV. A spread normal to the layer acts the other way, and a spherical spread of this size would raise W by about 0.005 eV.
- A layer thickness of 0.33 nm, with normal permittivity 3, raises W by 0.0050 eV.
- A defect dipole of 1 debye normal to the layer contributes 0.0033 eV without the layer's screening, and about 0.0025 eV with it.
- The image force on the charged defect, at the centre of a clamped blister, bends a blister of radius 5 nm and rigidity 1 eV by 0.046 nm, gaining 0.0022 eV. The gain grows with radius. With an in-plane stiffness of about 275 N/m and no pre-tension it is about 0.013 eV at 20 nm and 0.03 eV at 50 nm, and a pre-tension of 0.1 N/m cuts the latter to 0.004 eV. The van der Waals pull of the gold also bends the layer. For an assumed Hamaker constant of 1.5 eV this is roughly 0.1 nm at 5 nm radius and much more for wider blisters, so h must be taken as the actual height.
- Randomly placed, singly charged neighbours of one sign at 10¹⁰ cm⁻² contribute 0.0027 eV on average. Most defects feel much less than this, and the rare ones with a close neighbour feel much more.

With the in-plane spread and the unscreened dipole, their magnitudes add to 0.019 eV. With the spherical spread they add to about 0.023 eV. Both sums are well below the 0.129 eV margin. This sum leaves out the slower response of the ions in the layer, because r₀ = 0.7 nm represents mainly the electronic response of boron nitride. With a static in-plane permittivity of about 6.9 and a thickness of 0.33 nm, r₀ would be 0.97 nm and W would be lower by 0.014 eV. The positive state would still be favoured. An interface dipole or stray field is also left out. Either would move both levels in the same direction, and a downward shift of more than 0.129 eV would restore the neutral state.

Equilibrium also takes time. With an assumed attempt energy of 1 eV and a flat 5 eV barrier, tunnelling gives a level width of about 10⁻¹⁵ eV and an equilibration time of order 1 s. For such a barrier, 0.1 nm of extra gap lengthens the time about tenfold. The real barrier is lower and narrower, because the departing electron is attracted by its own image and by the positive defect it leaves behind. At the same attempt energy this can shorten the time by several orders of magnitude, to the order of microseconds.

In direct contact the model is least reliable. The layer's thickness is then comparable with h, and the defect's orbitals can mix with those of the metal. A solid spacer also needs its own dielectric response, which the formula for a vacuum gap does not contain.

**What to do in practice**

1. Obtain the free-standing levels from total energies, with the electrostatic error of the charged periodic slab removed. Add (2q−1)W, using the integral with the layer's own r₀ unless h ≫ r₀.

2. Measure h from the image plane. Using the distance to the top metal nuclei overestimates h when the image plane lies outside them, and so underestimates W.

3. If the metal is included explicitly, compare total energies with the charge held on the defect. A neutral defect induces no net image charge, so its Kohn–Sham eigenvalues from a semilocal functional do not contain the shifts ±W at distances where the densities do not overlap.

4. Compare the shifted levels with the metal's Fermi energy to find the stable charge state, and include any interface dipole in that alignment.

5. Do not read ±W as a movement relative to the band edges. Adding a carrier to a band also polarizes the metal, so the band edges need their own correction.

The numerical output below gives the remaining heights and intermediate values.

Calculated quantities

```
k = e^2/(4 pi eps0): 1.43996 eV nm
Conducting disc, unit charge (energies in k/h)
  attraction to induced charge: -0.5006
  cost of induced charge: 0.2503
  total: -0.2503
Fluorine test at h = 1.5 nm, no layer
  k/(4h): 0.2400 eV
  shift of (2+/+): +0.7200 eV
  shift of (+/0): +0.2400 eV
  shift of (0/-): -0.2400 eV
  neutral energy change: -2.7e-08 eV
  largest basis change, DZ to TZ: 1.0e-05 eV
Layer example: h = 1.5 nm, r0 = 0.7 nm
  W from sheet formula: 0.1794 eV
  W from thin slab: 0.1794 eV
  W / [k/(4h)]: 0.747
  fitted first-order coefficient: 0.8737
  electron's own image: -0.1794 eV
  image of positive defect: +0.3588 eV
  metal Fermi energy: -5.000 eV
  (+/0), free and near: -5.050, -4.871 eV
  (0/-), free and near: -2.000, -2.179 eV
  separation, free: 3.050 eV
  separation, near: 2.691 eV
  (+/0) above Fermi energy, near: 0.129 eV
h (nm), k/(4h) (eV), W (eV), W/[k/(4h)]
   0.5  0.7200  0.3893  0.541
   1.0  0.3600  0.2435  0.676
   1.5  0.2400  0.1794  0.747
   3.0  0.1200  0.1015  0.846
   5.0  0.0720  0.0647  0.898
  10.0  0.0360  0.0340  0.944
  30.0  0.0120  0.0118  0.980
Neglected effects: change of W or energy size
  metal screening 0.05 nm: -0.0045 eV
  defect width 0.2 nm: -0.0009 eV
  thickness 0.33 nm, normal eps 3: +0.0050 eV
  dipole of 1 debye: 0.0033 eV
  blister radius 5 nm, rigidity 1 eV
  deflection: 0.046 nm; energy: 0.0022 eV
  random neighbours 1e+10 cm^-2: 0.0027 eV
  sum of magnitudes: 0.0186 eV
Thermal energy at 300 K: 0.0259 eV
  positive/neutral ratio, free level: 0.145
  positive/neutral ratio, near metal: 149.2
  near metal, neutral spin doublet: 74.6
Tunnelling attempt energy: 1.0 eV
  level width: 1.2e-15 eV
  rough equilibration time: 5.5e-01 s
```
